# Binding a second electron to a shallow donor: products and correlation: a numerical check

```python
"""
D-minus centre: two electrons on a hydrogenic donor, effective-mass model.
Units: effective Rydberg Ry* and effective Bohr radius a*.
  H = -lap1 - lap2 - 2/r1 - 2/r2 + 2/r12 ; neutral donor energy = -1
  binding of the second electron = -1 - E
Result under test:
  (i)  every product phi(r1)phi(r2) has E >= 2(1-C)^2 - 2 > -1,
       C = 5/6 - pi^2/18, so no such product binds;
  (ii) (exp(-a r1-b r2) + exp(-b r1-a r2))(1 + c r12) binds, and its
       polynomial extension converges to a binding near 0.0555 Ry*.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize
from scipy.special import eval_genlaguerre
from pyscf import gto, scf

# ---------- closed-form energy of the correlated function ----------
A, B, G = sp.symbols("A B G", positive=True)
master = 1 / ((A + B) * (B + G) * (G + A))
generators = {k: sp.factor(((-1) ** (k + 1) * sp.diff(master, G, k + 1)
                            if k >= 0 else master).subs(G, 0))
              for k in (-1, 0, 1, 2)}
hand_forms = {-1: 1 / (A * B * (A + B)), 0: 1 / (A * B) ** 2,
              1: 2 * (A**2 + A * B + B**2) / (A**3 * B**3 * (A + B)),
              2: 6 * (A**2 + B**2) / (A * B) ** 4}
for k in generators:
    assert sp.simplify(generators[k] - hand_forms[k]) == 0

plain = {k: sp.lambdify((A, B), sp.diff(g, A, B)) for k, g in generators.items()}
over_r1 = {k: sp.lambdify((A, B), -sp.diff(g, B)) for k, g in generators.items()}
over_r2 = {k: sp.lambdify((A, B), -sp.diff(g, A)) for k, g in generators.items()}


def closed_energy(a, b, c):
    """Energy of the correlated function from the derived integrals."""
    norm = ham = 0.0
    for p, q in ((2 * a, 2 * b), (a + b, a + b)):
        def squared_factor(table, shift=0):
            return (table[shift](p, q) + 2 * c * table[1 + shift](p, q)
                    + c * c * table[2 + shift](p, q))
        n = squared_factor(plain)
        norm += n
        ham += (-(a * a + b * b) * n
                - 2 * (1 - a) * squared_factor(over_r1)
                - 2 * (1 - b) * squared_factor(over_r2)
                + 2 * squared_factor(plain, -1)
                + 2 * c * c * plain[0](p, q))
    return ham / norm


# ---------- independent road: quadrature in perimetric coordinates ----------
def matrices(basis, a, b, npts):
    """Overlap and H for symmetrised basis functions p*exp(-a r1-b r2).
    The kinetic energy is integrated as a product of gradients."""
    t, w = np.polynomial.laguerre.laggauss(npts)

    def values(x, y, z):
        p, px, py, pz = basis(x, y, z)
        return p, -px + py + pz - a * p, px - py + pz - b * p, px + py - pz

    overlap = ham = 0.0
    for exchanged in (False, True):
        ea, eb = (a + b, a + b) if exchanged else (2 * a, 2 * b)
        rates = (eb / 2, ea / 2, (ea + eb) / 2)
        x, y, z = [m.ravel() for m in
                   np.meshgrid(*[t / s for s in rates], indexing="ij")]
        weight = np.einsum("i,j,k->ijk", w, w, w).ravel() / np.prod(rates)
        r1, r2, r12 = (y + z) / 2, (x + z) / 2, (x + y) / 2
        vol = weight * r1 * r2 * r12 / 4
        cos1 = (r1**2 + r12**2 - r2**2) / (2 * r1 * r12)
        cos2 = (r2**2 + r12**2 - r1**2) / (2 * r2 * r12)
        f, f1, f2, fu = values(x, y, z)
        if exchanged:
            g, g2, g1, gu = values(y, x, z)
        else:
            g, g1, g2, gu = f, f1, f2, fu
        overlap = overlap + (f * vol) @ g.T
        pot = -2 / r1 - 2 / r2 + 2 / r12
        ham = (ham + (f * vol * pot) @ g.T + (f1 * vol) @ g1.T
               + (f2 * vol) @ g2.T + 2 * (fu * vol) @ gu.T
               + (f1 * vol * cos1) @ gu.T + (fu * vol * cos1) @ g1.T
               + (f2 * vol * cos2) @ gu.T + (fu * vol * cos2) @ g2.T)
    return (overlap + overlap.T) / 2, (ham + ham.T) / 2


def linear_r12_basis(x, y, z):
    one, zero = np.ones_like(x), np.zeros_like(x)
    return (np.array([one, (x + y) / 2]), np.array([zero, one / 2]),
            np.array([zero, one / 2]), np.array([zero, zero]))


def quadrature_energy(a, b, c):
    s, h = matrices(linear_r12_basis, a, b, 8)
    v = np.array([1.0, c])
    return (v @ h @ v) / (v @ s @ v)


for trial in ((1.2, 0.5, 0.2), (0.9, 0.35, 0.0), (0.8, 0.8, 0.4)):
    assert abs(closed_energy(*trial) - quadrature_energy(*trial)) < 1e-10


def polynomial_basis(degree, a, b):
    """All polynomials of total degree <= degree, in Laguerre form."""
    powers = [(i, j, k) for i in range(degree + 1)
              for j in range(degree + 1 - i) for k in range(degree + 1 - i - j)]

    def tables(u, scale):
        val = [eval_genlaguerre(n, 0, scale * u) for n in range(degree + 1)]
        der = [np.zeros_like(u)] + [-scale * eval_genlaguerre(n - 1, 1, scale * u)
                                    for n in range(1, degree + 1)]
        return val, der

    def basis(x, y, z):
        (lx, dx), (ly, dy), (lz, dz) = tables(x, b), tables(y, a), tables(z, a + b)
        return (np.array([lx[i] * ly[j] * lz[k] for i, j, k in powers]),
                np.array([dx[i] * ly[j] * lz[k] for i, j, k in powers]),
                np.array([lx[i] * dy[j] * lz[k] for i, j, k in powers]),
                np.array([lx[i] * ly[j] * dz[k] for i, j, k in powers]))
    return basis, len(powers)


def lowest_energy(s, h):
    scale = 1 / np.sqrt(np.diag(s))
    s, h = s * np.outer(scale, scale), h * np.outer(scale, scale)
    val, vec = eigh(s)
    keep = val > 1e-11 * val[-1]      # remove numerically dependent directions
    x = vec[:, keep] / np.sqrt(val[keep])
    return eigh(x.T @ h @ x, eigvals_only=True)[0]


# ---------- products: best exponential, Hartree-Fock, rigorous bound ----------
zeta = 11 / 16
e_slater = 2 * zeta**2 - 11 * zeta / 4
assert abs(e_slater - quadrature_energy(zeta, zeta, 0.0)) < 1e-10
for other in (zeta - 0.05, zeta + 0.05):
    assert quadrature_energy(other, other, 0.0) > e_slater

mol = gto.M(atom="H 0 0 0", charge=-1, spin=0, verbose=0,
            basis={"H": [[0, [0.004 * 2.3**k, 1.0]] for k in range(18)]})
mf = scf.RHF(mol)
mf.init_guess = "1e"
mf.conv_tol = 1e-11
mf.max_cycle = 200
e_hf = 2 * mf.kernel()               # hartree to rydberg
assert mf.converged

c_const = 5 / 6 - np.pi**2 / 18
beta = 2 * (1 - c_const)
kappa = 1 - beta / 2
self_energy = 2 * beta * c_const
bound = 2 * (1 - c_const) ** 2 - 2


def charge_aux(r):
    half = beta * r / 2
    return 1 - (half / np.sinh(half)) ** 2


def potential_aux(r):
    return 2 / r - 2 * beta / np.expm1(beta * r)


# one-electron level by finite differences
step = 0.01
r = step * np.arange(1, 6001)
level = eigh_tridiagonal(2 / step**2 - 2 / r + potential_aux(r),
                         -np.ones(len(r) - 1) / step**2,
                         eigvals_only=True, select="i", select_range=(0, 0))[0]
assert abs(level + kappa**2) < 1e-4   # second-order grid error

# auxiliary self-energy as charge times potential, charge from Gauss's law
r = np.linspace(1e-3, 60, 60001)
v = potential_aux(r)
q = -r**2 * np.gradient(v, r) / 2
assert np.max(np.abs(q[1:-1] - charge_aux(r[1:-1]))) < 1e-5
self_numeric = np.sum((v[1:] + v[:-1]) / 2 * np.diff(q))
assert abs(self_numeric - self_energy) < 1e-4
assert abs(2 * level - self_numeric - bound) < 4e-4

# positivity identity behind the bound, on an exponential trial density
zt = 0.7
mean_aux = quad(lambda s: 4 * zt**3 * s * s * np.exp(-2 * zt * s)
                * potential_aux(s), 1e-6, 60, limit=200)[0]
difference = 5 * zt / 4 + self_energy - 2 * mean_aux


def charge_trial(s):
    return 1 - (1 + 2 * zt * s + 2 * (zt * s) ** 2) * np.exp(-2 * zt * s)


field = 2 * quad(lambda s: ((charge_trial(s) - charge_aux(s)) / s) ** 2,
                 1e-4, 60, limit=200)[0]
assert field > 0 and abs(field - difference) < 1e-6

# the chosen beta gives the best bound of its family
def family_bound(bt):
    return -2 * (1 - bt / 2) ** 2 - 2 * bt * c_const


assert abs(family_bound(beta) - bound) < 1e-12
assert all(family_bound(bt) <= bound + 1e-12 for bt in np.linspace(0.1, 1.9, 50))
assert -1 < bound < e_hf < e_slater

# ---------- correlated functions ----------
options = dict(xatol=1e-8, fatol=1e-13, maxiter=4000, maxfev=4000)


def optimise(function, start):
    result = minimize(function, start, method="Nelder-Mead", options=options)
    assert result.success
    return result.x, result.fun


(a0, b0), e_radial = optimise(lambda p: closed_energy(p[0], p[1], 0.0), [1.0, 0.3])
(z1, c1), e_r12 = optimise(lambda p: closed_energy(p[0], p[0], p[1]), [0.8, 0.3])
(ac, bc, cc), e_chandra = optimise(lambda p: closed_energy(*p), [1.05, 0.5, 0.3])
assert abs(quadrature_energy(ac, bc, cc) - e_chandra) < 1e-10
assert e_radial < -1 and e_chandra < min(e_radial, e_r12)

sequence = []
for degree in range(1, 7):
    basis, size = polynomial_basis(degree, ac, bc)
    s_mat, h_mat = matrices(basis, ac, bc, degree + 5)
    sequence.append((degree, size, -1 - lowest_energy(s_mat, h_mat)))
bindings = [row[2] for row in sequence]
assert bindings[0] >= -1 - e_chandra - 1e-9
assert all(later > earlier - 1e-8 for earlier, later in zip(bindings, bindings[1:]))
assert abs(bindings[-1] - bindings[-2]) < 2e-5
assert abs(bindings[-1] - 0.0555) < 5e-5
best = bindings[-1]

# ---------- model semiconductor ----------
mass, eps = 0.1, 10.0
ry_mev = 1e3 * mass / eps**2 * const.physical_constants[
    "Rydberg constant times hc in eV"][0]
ry_direct = 1e3 * mass * const.m_e * const.e**3 / (
    8 * (const.epsilon_0 * eps * const.h) ** 2)
assert abs(ry_mev / ry_direct - 1) < 1e-7
radius_nm = 1e9 * eps / mass * const.physical_constants["Bohr radius"][0]

print(f"effective mass m*/m_e                     = {mass:.1f}")
print(f"relative permittivity                     = {eps:.1f}")
print(f"effective Rydberg                         = {ry_mev:.3f} meV")
print(f"effective Bohr radius                     = {radius_nm:.3f} nm")
print("neutral donor energy (threshold)          = -1 Ry*")
print(f"exponential product: best zeta            = {zeta:.4f} 1/a*")
print(f"exponential product: energy               = {e_slater:.6f} Ry*")
print(f"exponential product: -1-E                 = {-1-e_slater:.6f} Ry*")
print(f"Hartree-Fock product (18 s Gaussians): E  = {e_hf:.6f} Ry*")
print(f"Hartree-Fock product: -1-E                = {-1-e_hf:.6f} Ry*")
print(f"constant C                                = {c_const:.6f}")
print(f"auxiliary beta                            = {beta:.6f} 1/a*")
print(f"auxiliary kappa                           = {kappa:.6f} 1/a*")
print(f"auxiliary level, formula                  = {-kappa**2:.6f} Ry*")
print(f"auxiliary level, finite differences       = {level:.6f} Ry*")
print(f"auxiliary self-energy, formula            = {self_energy:.6f} Ry*")
print(f"auxiliary self-energy, charge*potential   = {self_numeric:.6f} Ry*")
print(f"lower bound for every product             = {bound:.6f} Ry*")
print(f"c=0 function: a, b                        = {a0:.5f}, {b0:.5f} 1/a*")
print(f"c=0 function: energy                      = {e_radial:.6f} Ry*")
print(f"c=0 function: binding                     = {-1-e_radial:.6f} Ry*")
print(f"a=b function: a, c                        = {z1:.5f}, {c1:.5f} 1/a*")
print(f"a=b function: energy                      = {e_r12:.6f} Ry*")
print(f"a=b function: -1-E                        = {-1-e_r12:.6f} Ry*")
print(f"Chandrasekhar: a, b, c        = {ac:.5f}, {bc:.5f}, {cc:.5f} 1/a*")
print(f"Chandrasekhar: energy, closed form        = {e_chandra:.6f} Ry*")
print(f"Chandrasekhar: energy, quadrature         = "
      f"{quadrature_energy(ac, bc, cc):.6f} Ry*")
print(f"Chandrasekhar: binding                    = {-1-e_chandra:.6f} Ry*")
for degree, size, binding in sequence:
    print(f"degree {degree}, {size:3d} functions: binding         = {binding:.6f} Ry*")
print(f"Chandrasekhar share of final binding      = {100*(-1-e_chandra)/best:.1f} %")
print(f"c=0 share of final binding                = {100*(-1-e_radial)/best:.1f} %")
print(f"Chandrasekhar binding, model material     = {(-1-e_chandra)*ry_mev:.4f} meV")
print(f"final binding, model material             = {best*ry_mev:.4f} meV")
print("done: every assertion held")
```

Running it gives:

```
effective mass m*/m_e                     = 0.1
relative permittivity                     = 10.0
effective Rydberg                         = 13.606 meV
effective Bohr radius                     = 5.292 nm
neutral donor energy (threshold)          = -1 Ry*
exponential product: best zeta            = 0.6875 1/a*
exponential product: energy               = -0.945312 Ry*
exponential product: -1-E                 = -0.054688 Ry*
Hartree-Fock product (18 s Gaussians): E  = -0.975859 Ry*
Hartree-Fock product: -1-E                = -0.024141 Ry*
constant C                                = 0.285022
auxiliary beta                            = 1.429956 1/a*
auxiliary kappa                           = 0.285022 1/a*
auxiliary level, formula                  = -0.081238 Ry*
auxiliary level, finite differences       = -0.081223 Ry*
auxiliary self-energy, formula            = 0.815138 Ry*
auxiliary self-energy, charge*potential   = 0.815138 Ry*
lower bound for every product             = -0.977613 Ry*
c=0 function: a, b                        = 1.03923, 0.28322 1/a*
c=0 function: energy                      = -1.026606 Ry*
c=0 function: binding                     = 0.026606 Ry*
a=b function: a, c                        = 0.82573, 0.49335 1/a*
a=b function: energy                      = -1.017561 Ry*
a=b function: -1-E                        = 0.017561 Ry*
Chandrasekhar: a, b, c        = 1.07487, 0.47745, 0.31255 1/a*
Chandrasekhar: energy, closed form        = -1.051837 Ry*
Chandrasekhar: energy, quadrature         = -1.051837 Ry*
Chandrasekhar: binding                    = 0.051837 Ry*
degree 1,   4 functions: binding         = 0.052005 Ry*
degree 2,  10 functions: binding         = 0.054983 Ry*
degree 3,  20 functions: binding         = 0.055424 Ry*
degree 4,  35 functions: binding         = 0.055472 Ry*
degree 5,  56 functions: binding         = 0.055493 Ry*
degree 6,  84 functions: binding         = 0.055498 Ry*
Chandrasekhar share of final binding      = 93.4 %
c=0 share of final binding                = 47.9 %
Chandrasekhar binding, model material     = 0.7053 meV
final binding, model material             = 0.7551 meV
done: every assertion held
```
